# Thermal position variance in a double well: levels versus beads

**Setting.** A switchable polar displacement in a crystal is reduced to one coordinate $x$ with mass $m$ and potential

$$V(x)=B\left(\frac{x^2}{a^2}-1\right)^2 .$$

The round parameters are $m=30000$ electron masses, $a=0.40$ bohr and $B=1.000$ mHa; they are not fitted to a material. Atomic units are used, with $\hbar=1$, $\beta=1/(k_BT)$ and $H=T+V$, where $T=p^2/2m$ inside operator expressions. The harmonic frequency at a minimum is $\omega=\sqrt{8B/(ma^2)}$, or 1.291 mHa. Since $V$ is even, $\langle x\rangle=0$ and the thermal variance is $\langle x^2\rangle$, averaged over both wells. The level sums below are exact for this model, apart from a small numerical error.

## Part (a): the level sum

**Question.** Express $\langle x^2\rangle$ through the energy levels, show that it is a derivative of the free energy, and evaluate it at 100 K.

**Answer.** Taking the trace in the eigenstates $H|n\rangle=E_n|n\rangle$ gives

$$\langle x^2\rangle=\frac{\mathrm{Tr}(x^2e^{-\beta H})}{\mathrm{Tr}\,e^{-\beta H}}=\sum_n w_n\langle n|x^2|n\rangle,\qquad w_n=\frac{e^{-\beta E_n}}{Z}.$$

Add $\lambda x^2$ to $V$. By cyclicity of the trace, $\partial Z/\partial\lambda=-\beta\,\mathrm{Tr}(x^2e^{-\beta H})$, so $F=-\ln Z/\beta$ obeys $\partial F/\partial\lambda=\langle x^2\rangle$ at $\lambda=0$.

At 100 K, $k_BT=0.3167$ mHa. The five lowest levels give

| $n$ | $E_n$ (mHa) | $w_n$ | $\langle n\vert x^2\vert n\rangle$ (bohr²) |
|---|---|---|---|
| 0 | 0.5404 | 0.53608 | 0.11575 |
| 1 | 0.6212 | 0.41533 | 0.14283 |
| 2 | 1.3557 | 0.04085 | 0.09947 |
| 3 | 1.9113 | 0.00707 | 0.15035 |
| 4 | 2.6747 | 0.00063 | 0.16782 |

The products sum to $0.06205+0.05932+0.00406+0.00106+0.00011=0.1266$ bohr². The full sum is 0.12661 bohr², or 0.03546 Å². The two levels below the barrier carry 95% of the population.

## Part (b): one bead and two beads

**Question.** Derive the $P$-bead estimate. Reduce it to a density in $x$ for $P=1$ and $P=2$, and find its limit at low temperature for fixed $P$.

**Answer.** Let $\tau=\beta/P$ and replace each factor $e^{-\tau H}$ by the symmetric product

$$S=e^{-\tau V/2}e^{-\tau T}e^{-\tau V/2},\qquad Z_P=\mathrm{Tr}\,S^P .$$

The kinetic factor follows from a Gaussian integral over momentum:

$$\langle x|e^{-\tau T}|y\rangle=\int\frac{dk}{2\pi}\,e^{ik(x-y)-\tau k^2/2m}=\sqrt{\frac{m}{2\pi\tau}}\;e^{-m(x-y)^2/2\tau}.$$

Inserting positions between the factors gives a closed ring of $P$ beads with weight

$$\exp\left\{-\sum_{j=1}^{P}\left[\frac{m(x_j-x_{j+1})^2}{2\tau}+\tau V(x_j)\right]\right\},\qquad x_{P+1}=x_1 .$$

With $F_P=-\ln Z_P/\beta$, differentiation gives $\partial F_P/\partial\lambda=(\tau/\beta)\sum_j\langle x_j^2\rangle$. The beads are equivalent and $\tau/\beta=1/P$, so this is the one-bead average $\langle x^2\rangle_P$.

For $P=1$ the bead is joined to itself, the spring term vanishes, and the density is the classical $\rho_1\propto e^{-\beta V}$.

For $P=2$ we have $\tau=\beta/2$, so each spring contributes $m(x_1-x_2)^2/\beta$. Both springs join the same pair, which doubles this. Integrating over the second bead leaves

$$\rho_2(x)\propto e^{-\beta V(x)/2}\int dy\;e^{-2m(x-y)^2/\beta}\,e^{-\beta V(y)/2}.$$

Writing the Gaussian as $e^{-(x-y)^2/2s^2}$ gives $s^2=\beta/(4m)$. One Boltzmann factor is thus smeared over a width $s=0.162$ bohr at 100 K and 0.094 bohr at 300 K.

As $\beta\to\infty$ at fixed $P$, $\tau$ grows, the springs weaken, and $e^{-\tau V(x_j)}$ confines each bead to $x_j=\pm a$. Hence $\langle x^2\rangle_P\to a^2=0.16$ bohr². The level sum instead tends to the ground-state value, 0.1158 bohr². A fixed number of beads therefore fails at sufficiently low temperature.

## Part (c): the approach to convergence

**Question.** Find the leading error of $\langle x^2\rangle_P$ at large $P$, and a combination of two estimates that removes it.

**Answer.** Put $A=-\tau V$ and $D=-\tau T$, so that $S=e^{A/2}e^{D}e^{A/2}$. Reversing the sign of $\tau$ turns $S$ into its inverse, so $\ln S$ is odd in $\tau$ and has the form $A+D+X_3+O(\tau^5)$. The third-order part of $S$ must equal $(A+D)^3/6+X_3$. Expanding the three exponentials gives

$$\frac{A^3+D^3}{6}+\frac{AAD+DAA}{8}+\frac{ADA+ADD+DDA}{4}.$$

Subtracting $(A+D)^3/6$, in which each ordered product has coefficient $1/6$, leaves

$$X_3=-\frac{AAD-2ADA+DAA}{24}+\frac{ADD-2DAD+DDA}{12}
=-\frac{[A,[A,D]]}{24}+\frac{[D,[D,A]]}{12}.$$

Restoring $V$ and $T$,

$$X_3=\tau^3\left(\frac{[V,[V,T]]}{24}-\frac{[T,[T,V]]}{12}\right).$$

From $[V,p]=iV'$ we obtain $[V,T]=i(V'p+pV')/2m$, and a second commutator gives $[V,[V,T]]=-V'^2/m$.

For the other term, a thermal average satisfies $\langle[H,Y]\rangle=0$. With $Y=[T,V]$,

$$\langle[T,[T,V]]\rangle=-\langle[V,[T,V]]\rangle=\langle[V,[V,T]]\rangle=-\frac{\langle V'^2\rangle}{m}.$$

Therefore

$$\langle X_3\rangle=\frac{\tau^3\langle V'^2\rangle}{m}\left(-\frac1{24}+\frac1{12}\right)=\frac{\tau^3\langle V'^2\rangle}{24m}.$$

The exponent of $S^P$ is $-\beta H+PX_3+O(P\tau^5)$. To first order in $PX_3$, the trace changes by the factor $1+P\langle X_3\rangle$; the neglected terms are of order $P^{-4}$. Since $P\tau^3=\beta^3/P^2$,

$$F_P=F-\frac{\beta^2\langle V'^2\rangle}{24mP^2}+O(P^{-4}).$$

Differentiating with respect to $\lambda$, with the added force term $2\lambda x$ included in $V'$, gives

$$\langle x^2\rangle_P=\langle x^2\rangle-\frac{C}{P^2}+O(P^{-4}),\qquad
C=\frac{\beta^2}{24m}\left.\frac{d\langle V'^2\rangle_\lambda}{d\lambda}\right|_{0}.$$

Doubling $P$ divides the leading error by four. It cancels in

$$\frac{4\langle x^2\rangle_{2P}-\langle x^2\rangle_P}{3}=\langle x^2\rangle+O(P^{-4}).$$

At 100 K the levels give $C=-0.0508$ bohr², so the estimates approach from above. For $P=32$ the predicted excess is $0.0508/1024=5.0\times10^{-5}$ bohr², in agreement with $0.126663-0.126613$. For $P=2$ the law would predict 0.0127 bohr², whereas the actual excess is 0.0076 bohr²: two beads lie outside the asymptotic regime.

## Part (d): the sign of the quantum correction

**Question.** For nearly classical motion, find the leading difference between the quantum and classical variances. Why can it be negative?

**Answer.** In the limit $P\to\infty$ the ring is a closed path $x(u)=\bar x+\eta(u)$, $0\le u\le\beta$, where $\bar x$ is its mean position. Expand

$$\eta=\sqrt2\sum_{k\ge1}(a_k\cos\omega_ku+b_k\sin\omega_ku),\qquad \omega_k=\frac{2\pi k}{\beta}.$$

The kinetic action is $\beta\sum_k m\omega_k^2(a_k^2+b_k^2)/2$, so each amplitude has variance $1/(\beta m\omega_k^2)$ and

$$\langle\eta^2\rangle=\sum_{k\ge1}\frac{2}{\beta m\omega_k^2}=\frac{\beta}{2\pi^2m}\sum_{k\ge1}\frac1{k^2}=\frac{\beta}{12m}.$$

In the path average of $V(\bar x+\eta)$ the linear term vanishes, because $\eta$ has zero mean along the path. The quadratic term adds $V''\langle\eta^2\rangle/2=\beta V''/(24m)$ to the potential. The expansion requires $\beta^2|V''|/m\ll1$ wherever the particle is likely to be. When $k_BT$ does not exceed $B$, this amounts to $\beta\omega\ll1$; when $k_BT\gg B$ it is stricter, because the particle reaches stiffer regions. To leading order,

$$F=F_{\rm cl}+\frac{\beta}{24m}\langle V''\rangle_{\rm cl}.$$

Now differentiate with respect to $\lambda$. The curvature itself gains $2\lambda$, and the Boltzmann weight gains $e^{-\beta\lambda x^2}$, so the derivative of $\langle V''\rangle_{\rm cl}$ is $2-\beta\,\mathrm{Cov}_{\rm cl}(V'',x^2)$. Here $V''=12Bx^2/a^4-4B/a^2$, hence

$$\langle x^2\rangle-\langle x^2\rangle_{\rm cl}\simeq\frac{\beta}{24m}\left[2-\frac{12\beta B}{a^4}\mathrm{Var}_{\rm cl}(x^2)\right].$$

The first term is ordinary quantum broadening; it is the whole leading correction in a harmonic well, where $V''$ is constant. The second arises because $V''$ increases with $x^2$: the added potential $\beta V''/(24m)$ is higher on the stiff outer walls, and probability moves inward.

When $k_BT\ll B$, write $x=\pm(a+v)$ with small $v$. Then $x^2-a^2\simeq2av$ and $\langle v^2\rangle=k_BT/V''(a)=a^2/(8\beta B)$. Thus $\mathrm{Var}_{\rm cl}(x^2)\simeq a^4/(2\beta B)$, and the bracket tends to $2-6=-4$. This limit still requires $\beta\omega\ll1$, and hence a heavy enough particle.

Numerically, the bracket changes sign at $k_BT/B=31.0$. Tests against quantum levels confirm both signs: a heavy particle at $k_BT/B=0.95$ has a negative shift, and a particle at $k_BT/B=100$ a positive one.

For the actual mass at 300 K, $\beta=1/(0.95004\times10^{-3})=1053$ and the bracket is $-2.769$. The formula gives $1053\times(-2.769)/(24\times30000)=-0.00405$ bohr²; the actual difference is $0.129296-0.133053=-0.00376$ bohr². At 100 K the formula gives $-0.0201$ against $-0.0165$ bohr². It overshoots by about 22% of the actual shift, as may happen when $\beta\omega=4.08$ is not small.

## Part (e): comparison and consequences

**Question.** Compare the estimates at 100 K and 300 K. What follows for simulations with a learned potential?

**Answer.** Variances are in bohr²; percentages are relative to the level sum at the same temperature.

| Estimate | 100 K | 300 K |
|---|---|---|
| Classical, $P=1$ | 0.1431 (+13.0%) | 0.1331 (+2.9%) |
| Two beads | 0.1342 (+6.0%) | 0.1305 (+0.9%) |
| $P=8$ | 0.1274 (+0.59%) | 0.1294 (+0.06%) |
| $P=32$ | 0.1267 (+0.04%) | 0.1293 (+0.004%) |
| Level sum | 0.1266 | 0.1293 |

Two beads remove roughly half of the classical error at 100 K and two thirds at 300 K. Among the powers of two tried, an error below 0.1% is first reached at $P=32$ and $P=8$, respectively. Extrapolation at 100 K from 16 and 32 beads gives $(4\times0.126663-0.126809)/3=0.126614$ bohr², within 0.001% of the level sum.

The changes with temperature also differ. The classical variance is lower at 300 K than at 100 K, while the quantum variance is slightly higher. These are net changes between the two temperatures; neither variance is monotonic in between. In the level sum, the weight of the compact ground state drops from 0.536 to 0.363. This raises the variance, as do the gains of levels 3 and above. Two changes act the other way: level 1, which is broader than the average, loses weight, and level 2, which is more compact than the ground state, gains it. The rise is the small net result.

A learned potential supplies $V$; it does not supply the nuclear statistics. Even if it reproduced this $V$ without error, classical sampling at 100 K would give a variance 13% too large. Adjusting the potential to hide that error at one temperature would not in general correct it at another, since the error depends on temperature.

These percentages belong to this one-coordinate model with two equal wells. In a polar phase the surroundings favour one well. If the particle stays there, zero-point motion broadens its distribution, and classical sampling can make the variance about the mean too small instead of too large. A crystal also has coupled modes, and its stiffest modes may require more beads. The averages here were computed without random sampling; a sampled simulation adds statistical error, which must be reduced separately from the bead error. The remaining values are in the numerical output.

## Table of computed values

```
mass = 30000 electron masses
well position a = 0.40 bohr
barrier B = 1.000 mHa
harmonic quantum at a minimum = 1.2910 mHa
level 0: E = 0.54036 mHa, <x^2> = 0.115752 bohr^2
level 1: E = 0.62119 mHa, <x^2> = 0.142827 bohr^2
level 2: E = 1.35566 mHa, <x^2> = 0.099473 bohr^2
level 3: E = 1.91128 mHa, <x^2> = 0.150349 bohr^2
level 4: E = 2.67468 mHa, <x^2> = 0.167819 bohr^2
lowest splitting E1-E0 = 0.08082 mHa
T = 100 K: kB T = 0.31668 mHa, beta*omega = 4.0766
  populations of levels 0 to 4 = 0.53608, 0.41533, 0.04085, 0.00707, 0.00063
  exact variance = 0.126613 bohr^2 = 0.035455 angstrom^2
  two-bead smearing width s = 0.16222 bohr
  P = 1: variance = 0.143114 bohr^2, error = +13.0323 %
  P = 2: variance = 0.134212 bohr^2, error = +6.0013 %
  P = 4: variance = 0.129246 bohr^2, error = +2.0794 %
  P = 8: variance = 0.127364 bohr^2, error = +0.5932 %
  P = 16: variance = 0.126809 bohr^2, error = +0.1545 %
  P = 32: variance = 0.126663 bohr^2, error = +0.0391 %
  P = 64: variance = 0.126626 bohr^2, error = +0.0098 %
  P = 128: variance = 0.126616 bohr^2, error = +0.0024 %
  C from levels = -0.050831 bohr^2, from beads = -0.050831 bohr^2
  extrapolated from P = 16, 32: 0.126614 bohr^2, error = +0.00057 %
  first listed P within 0.1 % = 32
  semiclassical bracket = -4.5771
T = 300 K: kB T = 0.95004 mHa, beta*omega = 1.3589
  populations of levels 0 to 4 = 0.36341, 0.33377, 0.15406, 0.08584, 0.03844
  exact variance = 0.129296 bohr^2 = 0.036206 angstrom^2
  two-bead smearing width s = 0.09366 bohr
  P = 1: variance = 0.133053 bohr^2, error = +2.9060 %
  P = 2: variance = 0.130454 bohr^2, error = +0.8963 %
  P = 4: variance = 0.129608 bohr^2, error = +0.2413 %
  P = 8: variance = 0.129375 bohr^2, error = +0.0616 %
  P = 16: variance = 0.129316 bohr^2, error = +0.0155 %
  P = 32: variance = 0.129301 bohr^2, error = +0.0039 %
  P = 64: variance = 0.129297 bohr^2, error = +0.0010 %
  P = 128: variance = 0.129296 bohr^2, error = +0.0002 %
  C from levels = -0.005135 bohr^2, from beads = -0.005135 bohr^2
  extrapolated from P = 16, 32: 0.129296 bohr^2, error = +0.00001 %
  first listed P within 0.1 % = 8
  semiclassical bracket = -2.7690
bracket changes sign at kB T/B = 31.010
heavy test, m = 3000000, kB T/B = 0.950: shift = -4.0450e-05, formula = -4.0481e-05 bohr^2
hot test, m = 3000, kB T/B = 100.0: shift = 2.4264e-05, formula = 2.4162e-05 bohr^2
```
